\section*{Automating the Foldy-Wouthuysen expansion to fifth order in inverse mass, part 1}

(Sections cited here and not found follow in the second part.)

\section{Two correct calculations that disagree}

The Foldy--Wouthuysen (FW) method removes the coupling between the positive- and negative-energy parts of a Dirac Hamiltonian in powers of $1/m$. Two things go wrong beyond second order. First, two correct calculations can disagree. For the $4\times4$ model of Section~\ref{ex}, two unitary transformations both make the Hamiltonian block diagonal, yet one gives the element $0.167433$ and the other $0.167464$ in the same place. A block-diagonal form stays block diagonal under any further block-diagonal unitary, so the FW Hamiltonian is defined only once a scheme is named. Second, comparing eigenvalues cannot expose every mistake: Section~\ref{depth} shows an omission that spoils the operator at $1/m^5$ and leaves the spectrum right at that order. The cure is a named scheme, an algebra simple enough for exact machine arithmetic, and a test at the level of operators.

We set $\hbar=c=1$, measure energies in an arbitrary unit u, and write
\begin{equation}
H=\beta m+E+O,\quad \beta^2=1,\quad \beta E=E\beta,\quad \beta O=-O\beta .
\end{equation}
An operator is \emph{even} if it commutes with $\beta$ (block diagonal) and \emph{odd} if it anticommutes. $E$ and $O$ are Hermitian, time independent, bounded, and both counted as $m^0$. We abbreviate $V=E+O$, $O_0=O$, $O_{n+1}=[O_n,E]$; induction gives $O_n^\dagger=(-1)^nO_n$.

\section{A two-level model by hand}

Take $\beta=\sigma_z$, $E=a\sigma_z$, $O=b\sigma_x$, so $H=M\sigma_z+b\sigma_x$ with $M=m+a>0$. Since $\sigma_y$ anticommutes with $H$, and $i\sigma_y\sigma_z=-\sigma_x$, $i\sigma_y\sigma_x=\sigma_z$,
\begin{align}
e^{i\theta\sigma_y}He^{-i\theta\sigma_y}=e^{2i\theta\sigma_y}H
&=(M\cos2\theta+b\sin2\theta)\sigma_z\nonumber\\
&\quad+(b\cos2\theta-M\sin2\theta)\sigma_x .
\end{align}
The odd part vanishes for $\tan2\theta=b/M$, leaving $\sigma_z\sqrt{M^2+b^2}$. With $1/M=1/m-a/m^2+a^2/m^3-\dots$ and $\arctan x=x-x^3/3+\dots$,
\begin{align}
\theta&=\frac{b}{2m}-\frac{ab}{2m^2}+\frac{1}{m^3}\Big(\frac{a^2b}{2}-\frac{b^3}{6}\Big)+\dots,\label{theta}\\
\sqrt{M^2+b^2}&=m+a+\frac{b^2}{2m}-\frac{ab^2}{2m^2}+\frac{1}{m^3}\Big(\frac{a^2b^2}{2}-\frac{b^4}{8}\Big)+\dots\label{root}
\end{align}
The generator $i\theta\sigma_y$ is odd and anti-Hermitian. We keep these two properties, drop the matrices, and seek $S=\sum_kS_k/m^k$, odd and anti-Hermitian, such that
\begin{equation}
H_E=e^SHe^{-S}=H+[S,H]+\tfrac12[S,[S,H]]+\dots
\end{equation}
is even, $H_E=\beta m+E+\sum_kH_k/m^k$. Call the number of factors $O,E$ in a product its \emph{length}. By dimensions $S_k$ has length $k$ and $H_k$ length $k+1$, so we set $m=1$ and sort by length. One identity drives everything: for odd $X$,
\begin{equation}
[X,\beta]=X\beta-\beta X=-2\beta X,\quad\text{so}\quad R+[X,\beta]=0\iff X=\tfrac12\beta R .\label{solve}
\end{equation}

\emph{Length 1.} The odd terms are $O+[S_1,\beta]$, so $S_1=\frac12\beta O$ and $[S_1,\beta]=-O$.

\emph{Length 2.} Odd: $[S_2,\beta]+[S_1,E]$ with $[S_1,E]=\frac12\beta O_1$, so $S_2=\frac14O_1$ and $[S_2,\beta]=-[S_1,E]$. Even: $[S_1,O]+\frac12[S_1,[S_1,\beta]]=\frac12[S_1,O]$. As $[S_1,O]=\frac12(\beta OO-O\beta O)=\beta O^2$, we get $H_1=\frac12\beta O^2$.

\emph{Length 3.} Even: $[S_2,O]+\frac12\big([S_1,[S_2,\beta]]+[S_1,[S_1,E]]+[S_2,[S_1,\beta]]\big)$. The first two terms in the bracket cancel and the third is $-[S_2,O]$, so $H_2=\frac12[S_2,O]=-\frac18[O,O_1]$. Odd: $[S_3,\beta]+R_3$ with $R_3=[S_2,E]+\frac12\mathrm{ad}_1^2O+\frac16\mathrm{ad}_1^3\beta$, where $\mathrm{ad}_1=[S_1,\cdot\,]$. Here $\mathrm{ad}_1^2O=\frac12(\beta O\beta O^2-\beta O^2\beta O)=-O^3$ and $\mathrm{ad}_1^3\beta=-\mathrm{ad}_1^2O=O^3$. Thus $R_3=\frac14O_2-\frac13O^3$ and $S_3=\frac18\beta O_2-\frac16\beta O^3$.

\emph{Length 4, even.} The terms are
\begin{align}
&[S_3,O]+\tfrac12[S_3,[S_1,\beta]]+\tfrac12[S_1,[S_3,\beta]+[S_2,E]]\nonumber\\
&+\tfrac12[S_2,[S_2,\beta]+[S_1,E]]+\tfrac16\mathrm{ad}_1^3O+\tfrac1{24}\mathrm{ad}_1^4\beta .
\end{align}
The first two give $\frac12[S_3,O]=\frac1{16}\beta\{O,O_2\}-\frac16\beta O^4$, because $[\beta X,O]=\beta\{X,O\}$. In the third, $[S_3,\beta]+[S_2,E]=\frac13O^3$ and $[S_1,O^3]=\beta O^4$ give $+\frac16\beta O^4$. The fourth vanishes. Finally $\mathrm{ad}_1^3O=-\beta O^4$ and $\mathrm{ad}_1^4\beta=+\beta O^4$. The coefficient of $\beta O^4$ is $-\frac16+\frac16-\frac16+\frac1{24}=-\frac18$, so $H_3=\frac1{16}\beta\{O,O_2\}-\frac18\beta O^4$.

In the two-level model $\beta O=ib\sigma_y$, $O_1=-2iab\,\sigma_y$, $O_2=4a^2b\,\sigma_x$. Then $S_2=-\frac12ab\,i\sigma_y$ and $S_3=(\frac12a^2b-\frac16b^3)i\sigma_y$ reproduce (\ref{theta}); $[O,O_1]=4ab^2\sigma_z$ and $\{O,O_2\}=8a^2b^2$ reproduce (\ref{root}). The model fixes signs but not orderings, since $O^2$ and $O_1^2$ are numbers in it.

\section{The algebra and the algorithm}

The hand calculation used no relation between $O$ and $E$. Every quantity is therefore a sum of terms $c\,\beta^aw$, with rational $c$, $a\in\{0,1\}$ and $w$ a word in the letters $O,E$. Moving $\beta$ through a word $u$ costs a sign for each $O$; with $\#u$ the number of $O$'s,
\begin{equation}
(\beta^au)(\beta^bv)=(-1)^{b\,\#u}\beta^{a+b}uv,\qquad(\beta^au)^\dagger=(-1)^{a\,\#u}\beta^a\bar u,
\end{equation}
where $\bar u$ is $u$ reversed. The parity of a term is $\#w$ mod 2. Order $1/m^5$ needs length 6. Multiplication never shortens a word, so discarding words longer than 6 after each product changes no shorter word. Since $S$ has length at least 1, $\sum_n\mathrm{ad}_S^nH/n!$ then ends at $n=6$.

The algorithm starts from $S=0$ and, for $k=1,\dots,6$, computes $T=e^SHe^{-S}$, takes the odd part $R_k$ of length $k$, and adds $S_k=\frac12\beta R_k$. It works because $S_k$ enters at length $k$ solely through $[S_k,\beta]$, all its other terms being longer; by (\ref{solve}) each step has one solution, so $S$ is unique as a series. If $S$ is anti-Hermitian so far, $R_k$ is Hermitian and $(\beta R_k)^\dagger=R_k\beta=-\beta R_k$, so it stays so.

Uniqueness yields two structural rules. The replacement $(\beta,m)\to(-\beta,-m)$ changes neither $H$ nor the parities, hence not $H_E$; a term $\beta^aw/m^k$ therefore needs $(-1)^{a+k}=1$, that is, $H_k\propto\beta^k$. The shift $E\to E+c$ adds a number to $H$, leaves $S$ unchanged and adds $c$ to $H_E$. To use it, push all $E$'s to the right. Left multiplication by $E$ equals right multiplication minus the map $X\mapsto[X,E]$; these two commute, so the binomial theorem gives
\begin{equation}
E^jO=\sum_{i=0}^j\binom ji(-1)^iO_iE^{\,j-i}.
\end{equation}
The products $O_{n_1}\cdots O_{n_r}E^j$ thus span all words and are as numerous as the words at each length, so they form a basis. The shift fixes every $O_n$ and sends $E^j$ to $(E+c)^j$, so no $H_k$ has a trailing $E$. In this basis, with h.c.\ the adjoint of the preceding product, the algorithm gives $S_4=\frac1{16}O_3-\frac7{48}\{O^2,O_1\}-\frac1{24}OO_1O$ and
\begin{align}
H_4={}&-\tfrac1{32}(OO_3+\mathrm{h.c.})+\tfrac7{128}(O^3O_1+\mathrm{h.c.})\nonumber\\
&-\tfrac5{128}(O^2O_1O+\mathrm{h.c.}),\\
\beta H_5={}&\tfrac1{64}\{O,O_4\}+\tfrac1{16}O^6-\tfrac{11}{256}\{O^3,O_2\}-\tfrac3{64}\{O^2,O_1^2\}\nonumber\\
&-\tfrac{17}{256}(O^2O_2O+\mathrm{h.c.})-\tfrac5{64}(OO_1OO_1+\mathrm{h.c.})\nonumber\\
&-\tfrac{11}{128}OO_1^2O-\tfrac1{128}O_1O^2O_1 .
\end{align}
In raw words $H_1,\dots,H_5$ have $1,3,6,12,25$ terms.

Two sectors have closed forms. The part of $S$ linear in $O$ obeys $O+[S,\beta+E]=0$, so $S_{k+1}=\frac12\beta[S_k,E]$ and $S_k=\beta^kO_{k-1}/2^k$. The part of $H_E$ quadratic in $O$ is $[S,O]+\frac12[S,[S,\beta+E]]=\frac12[S,O]$, and $O\beta^k=(-1)^k\beta^kO$ gives
\begin{equation}
H_k\big|_{O^2}=\frac{\beta^k}{2^{k+1}}\big[O_{k-1}O+(-1)^{k-1}OO_{k-1}\big].
\end{equation}
For $E=0$, $H^2=m^2+O^2$ and $S$, built from $\beta$ and $O$, commutes with $O^2$; so $H_E^2=m^2+O^2$ and $H_E=\beta\sqrt{m^2+O^2}$, with coefficients $\frac12,-\frac18,\frac1{16}$. The quartic part of $H_4$ is $\frac3{64}\{O^2,[O,O_1]\}+\frac1{128}[O^2,[O^2,E]]$: with $[O^2,E]=\{O,O_1\}$ the two brackets contain $O^3O_1$ with weights $+1,+1$ and $O^2O_1O$ with $-1,+1$, giving $\frac7{128}$ and $-\frac5{128}$.

For a Dirac particle in a potential, $O=\boldsymbol\alpha\cdot\mathbf p$ and $E=\phi(\mathbf r)$, so $O_1=-i\alpha_j\partial_j\phi$. Insert $\alpha_i\alpha_j=\delta_{ij}+i\epsilon_{ijk}\Sigma_k$ in $[O,O_1]=-i(\alpha_i\alpha_jp_i\,\partial_j\phi-\alpha_j\alpha_i\,\partial_j\phi\,p_i)$. The $\delta$ part is $-i[p_i,\partial_i\phi]=-\nabla^2\phi$. In the $\epsilon$ part the two terms add, $\epsilon_{ijk}\partial_i\partial_j\phi=0$, and $2\epsilon_{ijk}\Sigma_k\partial_j\phi\,p_i=-2\boldsymbol\Sigma\cdot(\nabla\phi\times\mathbf p)$ remains. Hence $H_2=\frac18\nabla^2\phi+\frac14\boldsymbol\Sigma\cdot(\nabla\phi\times\mathbf p)$, the Darwin and spin--orbit terms, while $H_1$ and $-\frac18\beta O^4$ are the kinetic energy and its mass--velocity correction.

\section{The exact transformation behind the series}

Let $\lambda=H/\sqrt{H^2}$, so $\lambda^2=1$ and $[\lambda,H]=0$. Eriksen's transformation is
\begin{equation}
U=(1+\beta\lambda)N^{-1/2},\qquad N=2+\beta\lambda+\lambda\beta=4-(\beta-\lambda)^2.\label{erik}
\end{equation}
$N$ commutes with $\beta$, since $\beta N=2\beta+\lambda+\beta\lambda\beta=N\beta$, and by the same steps with $\lambda$. From $(1+\beta\lambda)(1+\lambda\beta)=N$ follows $U^{-1}=(1+\lambda\beta)N^{-1/2}=\beta U\beta$, which is $U^\dagger$ for Hermitian $\lambda$. From $(1+\beta\lambda)\lambda=\lambda+\beta=\beta(1+\beta\lambda)$ follows $U\lambda U^{-1}=\beta$, so $UHU^{-1}$ commutes with $\beta$. As series, $\beta(\ln U)\beta=\ln U^{-1}=-\ln U$: the logarithm is odd, and by uniqueness it is $S$.

This gives a second symbolic route. Write $\lambda=\sum_k\lambda_k$, $\lambda_0=\beta$. At length $k$, $\lambda^2=1$ reads $\{\beta,\lambda_k\}=-\sum_{j=1}^{k-1}\lambda_j\lambda_{k-j}$, whose left side is $2\beta\lambda_k^{\rm even}$; and $[\lambda,H]=0$ reads $[\lambda_k,\beta]+[\lambda_{k-1},V]=0$, so $\lambda_k^{\rm odd}=\frac12\beta[\lambda_{k-1},V]^{\rm odd}$. The binomial series of $N^{-1/2}$ in $(\beta-\lambda)^2/4$ completes $U$, which the program finds equal to $e^S$ word by word through length 6.

For matrices there is a route through eigenvectors. Let $\Phi$ hold the positive-energy eigenvectors, with eigenvalues $\Lambda$ and upper components $A$. Because $U\lambda=\beta U$, $U\Phi$ has lower components zero and unitary upper components $u$. Then $A=(U^\dagger)_{++}u$, and this block belongs to the even part $\frac12(U+U^\dagger)=\frac12N^{1/2}$, which is positive. So $u$ is the unitary polar factor of $A$, and the upper block of $H_E$ is $u\Lambda u^\dagger$.

\emph{Convergence.} Put $z=1/m$, $K=\beta+zV$, $\delta=|z|\,\|V\|<1$, with $z$ complex. On the circle $|\zeta-1|=1$ both eigenvalues of $\beta$ are at distance at least 1, so $\|(\zeta-\beta)^{-1}\|\le1$, and the Neumann series gives $\|(\zeta-K)^{-1}-(\zeta-\beta)^{-1}\|\le\delta+\delta^2+\dots$. The projector $P=\oint(\zeta-K)^{-1}d\zeta/2\pi i$ is analytic in $z$, the circle has length $2\pi$, and $\lambda=2P-1$, so
\begin{equation}
\|\lambda-\beta\|\le\frac{2\delta}{1-\delta}.\label{bound}
\end{equation}
For $\delta<\frac12$ this is below 2, the binomial series converges, and $UKU^{-1}$ is analytic. The expansion thus converges for $m>2\|V\|$, and cutting after $H_K$ leaves $O(m^{-K-1})$. The condition is sufficient. In the two-level model the root has branch points at $1/z=-a\pm ib$, of modulus $\sqrt{a^2+b^2}=\|V\|$, so for $b\ne0$ it diverges for $m<\|V\|$ and no condition $m>c\|V\|$ with a constant $c<1$ can guarantee convergence in general. For the Dirac operator $O$ is unbounded and the theorem does not apply: already $\sqrt{m^2+p^2}$ has a series that diverges for $p>m$, and a Coulomb $E$ is unbounded as well. The $H_k$ then remain as formal expressions. If one counts $E\sim O^2/m$, as for bound states, a term with $n_O$ letters $O$ and $n_E$ letters $E$ has the formal order $(v/c)^{n_O+2n_E}$ relative to $m$, and the terms regroup. This counting does not ensure finite expectation values. In a hydrogen-like $1s$ state $\psi\propto e^{-r/a}$ the momentum density is proportional to $(p^2+a^{-2})^{-4}$, so $\langle O^6\rangle=\langle p^6\rangle\propto\int p^8(p^2+a^{-2})^{-4}dp$ diverges, and the term $\frac1{16}\beta O^6$ of $H_5$ cannot serve as a first-order correction there.

We have constructed the Hamiltonian $H_E$ through $1/m^5$ from a unique odd generator $S$, identified it with Eriksen's exact transformation, and shown that for bounded $E$ and $O$ the expansion converges when $m>2\|V\|$. It remains to compare it with the iterated FW scheme, to find how many steps or generators each needs, and to test the results against matrices and in a worked example.
